**Charge-sheet threshold step from one interface electron**

The program tests $\Delta V_{\rm th}=q/(AC_{ox})$, where $q$ is the elementary charge, $A$ the gate area and $C_{ox}=\varepsilon_0\kappa/t$ the oxide capacitance per area for equivalent oxide thickness $t$ and relative permittivity $\kappa=3.9$. For a 20 nm by 20 nm gate with $t=1$ nm, the step is 11.6 mV. A nonlinear Poisson-Boltzmann solver finds the gate voltage at fixed inversion charge with and without the trapped sheet. The program asserts that the shift agrees with the formula for three combinations of doping and inversion criterion, and that a sheet halfway through the oxide gives half the step. A separate three-dimensional linear solution places a point charge at two lateral positions. It asserts that the average surface potential follows the sheet formula at fixed gate voltage and returns to zero after the predicted gate shift. The output also shows that the local potential stays non-uniform: for the off-centre charge, the far corner remains 8.7 mV above its original value.

## Check in Python

```python
"""Threshold step from one electron at the interface of a small MOS gate.

Result under test: step = q / (area * C_ox), C_ox = eps0 * kappa / t.
q: elementary charge; area: gate area; t: equivalent oxide thickness;
kappa: relative permittivity defining that thickness.
The step is the change of gate voltage at fixed inversion charge.
Independent roads: a nonlinear Poisson-Boltzmann solution with a sheet,
and a three-dimensional linear Poisson solution with a point charge.
All internal quantities are in SI units.
"""
import numpy as np
from scipy.constants import e as q, epsilon_0 as eps0, k as boltzmann
from scipy.constants import physical_constants
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.sparse import csc_matrix, diags, identity, kron
from scipy.sparse.linalg import splu

nm = 1e-9
width = length = 20 * nm
thickness = 1 * nm
kappa = 3.9
area = width * length
c_ox = eps0 * kappa / thickness
step = q / (area * c_ox)

# Round model parameters of the semiconductor.
kappa_semi = 12.0
temperature = 300.0
intrinsic_density = 1e16
thermal_voltage = boltzmann * temperature / q

# Mesh: gate at -thickness, interface at zero, neutral bulk at 100 nm.
oxide_cells = 4
interface = oxide_cells
oxide_nodes = np.linspace(-thickness, 0, oxide_cells + 1)
semi_nodes = 100 * nm * np.linspace(0, 1, 301)[1:] ** 1.5
nodes = np.concatenate([oxide_nodes, semi_nodes])
spacing = np.diff(nodes)
in_semi = np.arange(len(spacing)) >= oxide_cells
coupling = eps0 * np.where(in_semi, kappa_semi, kappa) / spacing
semi_part = spacing * in_semi
semi_width = 0.5 * (semi_part[:-1] + semi_part[1:])


def solve_mos(gate, doping, sheet_charge=0.0, sheet_node=interface):
    """Return surface potential and inversion electrons per area."""
    minority = intrinsic_density**2 / doping
    psi = np.zeros(len(nodes))
    psi[0] = gate
    for _ in range(500):
        inner = psi[1:-1]
        holes = doping * np.exp(-inner / thermal_voltage)
        electrons = minority * np.exp(inner / thermal_voltage)
        density = q * (holes - doping - electrons + minority)
        slope = -q * (holes + electrons) / thermal_voltage
        flux = coupling * np.diff(psi)
        residual = np.diff(flux) + semi_width * density
        residual[sheet_node - 1] += sheet_charge
        bands = np.zeros((3, len(inner)))
        bands[0, 1:] = coupling[1:-1]
        bands[1] = -coupling[:-1] - coupling[1:] + semi_width * slope
        bands[2, :-1] = coupling[1:-1]
        change = solve_banded((1, 1), bands, -residual)
        largest = np.max(np.abs(change))
        psi[1:-1] += change * min(1.0, 0.1 / max(largest, 1e-30))
        if largest < 1e-10:
            break
    else:
        raise RuntimeError("Poisson-Boltzmann iteration did not converge")
    electrons = minority * np.exp(psi[1:-1] / thermal_voltage)
    return psi[interface], np.sum(semi_width * (electrons - minority))


def threshold(doping, criterion, sheet_charge=0.0, sheet_node=interface):
    def mismatch(gate):
        count = solve_mos(gate, doping, sheet_charge, sheet_node)[1]
        return np.log(count / criterion)
    return brentq(mismatch, 0.2, 2.0, xtol=1e-11)


sheet = -q / area
cases = [(1e24, 1e15), (3e24, 1e15), (1e24, 1e16)]
results = []
for doping, criterion in cases:
    before = threshold(doping, criterion)
    after = threshold(doping, criterion, sheet)
    surface_before = solve_mos(before, doping)[0]
    surface_after = solve_mos(after, doping, sheet)[0]
    assert np.isclose(after - before, step, rtol=1e-5)
    assert abs(surface_after - surface_before) < 1e-7
    results.append((doping, criterion, before, after))

# A sheet halfway through the oxide has half the distance to the gate.
base_doping, base_criterion, base_before, base_after = results[0]
middle_shift = threshold(base_doping, base_criterion, sheet, 2) - base_before
middle_formula = q * (thickness / 2) / (eps0 * kappa * area)
assert np.isclose(middle_shift, middle_formula, rtol=1e-5)

# At fixed gate voltage the semiconductor takes part of the response.
surface_start = solve_mos(base_before, base_doping)[0]
surface_fixed_gate = solve_mos(base_before, base_doping, sheet)[0]
surface_change = surface_fixed_gate - surface_start
assert -step < surface_change < 0

# Three-dimensional linear layer: no lateral flux through its side walls.
cells = 20
cell_side = width / cells
layer_depth = 10 * nm
dz = np.array([0.5, 0.5] + [1.0] * 10) * nm
permittivity = eps0 * np.array([kappa] * 2 + [kappa_semi] * 10)
vertical = permittivity / dz
vertical_matrix = diags(
    [-vertical[1:-1], vertical[:-1] + vertical[1:], -vertical[1:-1]],
    [-1, 0, 1])
lateral_weight = 0.5 * (permittivity * dz)[:-1]
lateral_weight = lateral_weight + 0.5 * (permittivity * dz)[1:]
diagonal = np.full(cells, 2.0)
diagonal[[0, -1]] = 1.0
lateral = diags([-np.ones(cells - 1), diagonal, -np.ones(cells - 1)],
                [-1, 0, 1]) / cell_side**2
one = identity(cells)
lateral_matrix = kron(lateral, one) + kron(one, lateral)
matrix = kron(identity(cells**2), vertical_matrix)
matrix = matrix + kron(lateral_matrix, diags([lateral_weight], [0]))
factor = splu(csc_matrix(matrix))


def interface_potential(position, gate_change):
    source = np.zeros((cells, cells, len(dz) - 1))
    source[position[0], position[1], 1] = -q / cell_side**2
    source[:, :, 0] += vertical[0] * gate_change
    return factor.solve(source.ravel()).reshape(source.shape)[:, :, 1]


c_layer = eps0 * kappa_semi / layer_depth
mean_formula = -q / (area * (c_ox + c_layer))
for position in [(3, 3), (10, 10)]:
    fixed_gate = interface_potential(position, 0.0)
    restored = interface_potential(position, step)
    assert np.isclose(fixed_gate.mean(), mean_formula, rtol=1e-8)
    assert abs(restored.mean()) < 1e-8 * step
    assert restored[position] < 0 < restored[-1, -1]

point_fixed = interface_potential((3, 3), 0.0)
point_restored = interface_potential((3, 3), step)
far_value = point_restored[-1, -1]
uniform_rise = step * c_ox / (c_ox + c_layer)
assert np.isclose(far_value, uniform_rise, rtol=0.05)

atomic_potential = physical_constants["atomic unit of electric potential"][0]
print(f"Gate width and length: {width/nm:.1f}, {length/nm:.1f} nm")
print(f"Equivalent oxide thickness: {thickness/nm:.2f} nm")
print(f"Relative permittivity defining EOT: {kappa:.2f}")
print(f"Elementary charge: {q:.6e} C")
print(f"Vacuum permittivity: {eps0:.6e} F/m")
print(f"Gate area: {area/nm**2:.1f} nm^2")
print(f"Oxide capacitance per area: {c_ox:.6f} F/m^2")
print(f"Gate oxide capacitance: {area*c_ox*1e18:.4f} aF")
print(f"Trapped electrons per area: {nm**2/area:.6f} nm^-2")
print(f"Extra oxide field: {step/thickness*1e-6:.4f} mV/nm")
print(f"Threshold step: {step*1e3:.4f} mV")
print(f"Threshold step: {step/atomic_potential:.6e} Hartree/e")
print("Poisson-Boltzmann model with round parameters:")
print(f"Semiconductor relative permittivity: {kappa_semi:.1f}")
print(f"Temperature: {temperature:.1f} K")
print(f"Intrinsic density: {intrinsic_density*nm**3:.3e} nm^-3")
for number, (doping, criterion, before, after) in enumerate(results, 1):
    print(f"Case {number} acceptor density: {doping*nm**3:.4f} nm^-3")
    print(f"Case {number} inversion criterion: {criterion*nm**2:.4f} nm^-2")
    print(f"Case {number} V_G-V_FB before: {before*1e3:.4f} mV")
    print(f"Case {number} V_G-V_FB after: {after*1e3:.4f} mV")
    print(f"Case {number} numerical step: {(after-before)*1e3:.4f} mV")
print(f"Numerical step, charge at mid-oxide: {middle_shift*1e3:.4f} mV")
print(f"Case 1 surface change at fixed gate: {surface_change*1e3:.4f} mV")
print("Point charge in a linear layer:")
print(f"Layer depth: {layer_depth/nm:.1f} nm")
print(f"Lateral cell side: {cell_side/nm:.1f} nm")
print(f"Layer capacitance per area: {c_layer:.6f} F/m^2")
print(f"Mean surface change, fixed gate: {point_fixed.mean()*1e3:.4f} mV")
print(f"Sheet formula for this mean: {mean_formula*1e3:.4f} mV")
print(f"Far-corner change after gate shift: {far_value*1e3:.1f} mV")
print("no test failed")
```

It prints:

```
Gate width and length: 20.0, 20.0 nm
Equivalent oxide thickness: 1.00 nm
Relative permittivity defining EOT: 3.90
Elementary charge: 1.602177e-19 C
Vacuum permittivity: 8.854188e-12 F/m
Gate area: 400.0 nm^2
Oxide capacitance per area: 0.034531 F/m^2
Gate oxide capacitance: 13.8125 aF
Trapped electrons per area: 0.002500 nm^-2
Extra oxide field: 11.5994 mV/nm
Threshold step: 11.5994 mV
Threshold step: 4.262716e-04 Hartree/e
Poisson-Boltzmann model with round parameters:
Semiconductor relative permittivity: 12.0
Temperature: 300.0 K
Intrinsic density: 1.000e-11 nm^-3
Case 1 acceptor density: 0.0010 nm^-3
Case 1 inversion criterion: 0.0010 nm^-2
Case 1 V_G-V_FB before: 1139.9663 mV
Case 1 V_G-V_FB after: 1151.5657 mV
Case 1 numerical step: 11.5994 mV
Case 2 acceptor density: 0.0030 nm^-3
Case 2 inversion criterion: 0.0010 nm^-2
Case 2 V_G-V_FB before: 1309.6018 mV
Case 2 V_G-V_FB after: 1321.2013 mV
Case 2 numerical step: 11.5994 mV
Case 3 acceptor density: 0.0010 nm^-3
Case 3 inversion criterion: 0.0100 nm^-2
Case 3 V_G-V_FB before: 1249.9299 mV
Case 3 V_G-V_FB after: 1261.5294 mV
Case 3 numerical step: 11.5994 mV
Numerical step, charge at mid-oxide: 5.7997 mV
Case 1 surface change at fixed gate: -9.4122 mV
Point charge in a linear layer:
Layer depth: 10.0 nm
Lateral cell side: 1.0 nm
Layer capacitance per area: 0.010625 F/m^2
Mean surface change, fixed gate: -8.8702 mV
Sheet formula for this mean: -8.8702 mV
Far-corner change after gate shift: 8.7 mV
no test failed
```
